# Exponential saturation of immobile Frenkel pairs in a linear overlap model

## One stored pair, one new pair

Take a crystal of $N$ atoms that holds one vacancy and one interstitial, far apart and unable to move. Irradiation now creates a second pair. An interstitial and a vacancy annihilate at once if they lie within a recombination volume equal to $v_0$ atomic volumes. The new interstitial is equally likely to land anywhere, so it meets the old vacancy with probability $v_0/N$. The new vacancy meets the old interstitial with the same probability.

There are four outcomes:

- Neither new defect meets an old partner. Two pairs remain, a change of $+1$.
- Only the new interstitial meets a partner. It disappears with the old vacancy, leaving the new vacancy and the old interstitial: one pair, a change of $0$.
- Only the new vacancy meets a partner. The change is again $0$.
- Both meet partners. Nothing remains, a change of $-1$.

In every case the change is $1$ minus the number of hits. Its mean is therefore

$$\langle\Delta n\rangle = 1-\frac{v_0}{N}-\frac{v_0}{N}=1-\frac{2v_0}{N}.$$

The factor 2 arises because each event introduces two defects, and either can destroy an old partner. The two hits need not be independent, since the mean of a sum is the sum of the means.

## Many stored pairs

Let $n$ pairs be stored and define the pair fraction $c=n/N$. It equals the number of vacancies per atom and also the number of interstitials per atom. Let $\phi$ be the dose: the number of pairs produced per atom, counting only pairs that survive recombination with their own partner. A displacement count that includes pairs lost in this way must first be multiplied by the surviving fraction.

The assumptions are:

1. Defects do not move after they are placed.
2. Each new vacancy, and each new interstitial, is uniformly distributed when considered singly, and its position is independent of the defects already stored. The separation between the two members of a new pair may be correlated.
3. A new defect with several partners in range annihilates one of them.
4. $c\ll1$, so that the chance of choosing an already defective site is neglected.

Let $p_V$ be the probability that the new interstitial meets an old vacancy, and $p_I$ the probability that the new vacancy meets an old interstitial. The same count of hits gives

$$\langle\Delta n\rangle=1-p_V-p_I. \tag{1}$$

Here $p_V$ is the fraction of the crystal covered by the recombination volumes around the vacancies. If these volumes do not overlap one another, the covered fraction is their number times the volume of each, divided by the total:

$$p_V=\frac{n v_0}{N}=v_0c,$$

and likewise $p_I=v_0c$. One event raises the dose by $\Delta\phi=1/N$ and changes the stored fraction by $\Delta c=\Delta n/N$. Hence $\Delta c/\Delta\phi=\Delta n$, and for a large crystal the mean obeys

$$\frac{dc}{d\phi}=1-2v_0c. \tag{2}$$

This is the linear overlap-corrected production equation. "Overlap" here means overlap of a new defect with the recombination volume of an old opposite defect. Overlap between the volumes of like defects has been neglected.

## Solution and limits

Move the loss term to the left and multiply by $e^{2v_0\phi}$:

$$e^{2v_0\phi}\frac{dc}{d\phi}+2v_0e^{2v_0\phi}c=e^{2v_0\phi}.$$

The left side is the derivative of $e^{2v_0\phi}c$. Integrating from $0$ to $\phi$, with initial fraction $c_0$, gives

$$e^{2v_0\phi}c-c_0=\frac{e^{2v_0\phi}-1}{2v_0}.$$

Division by the exponential yields

$$c(\phi)=\frac{1-e^{-2v_0\phi}}{2v_0}+c_0e^{-2v_0\phi}. \tag{3}$$

For an initially perfect crystal, $c_0=0$ and

$$\boxed{c(\phi)=\frac{1-e^{-2v_0\phi}}{2v_0}},\qquad c\to c_{\rm sat}=\frac{1}{2v_0}. \tag{4}$$

At low dose, $e^{-x}\simeq1-x+x^2/2$ with $x=2v_0\phi$ gives

$$c\simeq\frac{2v_0\phi-2v_0^2\phi^2}{2v_0}=\phi-v_0\phi^2.$$

The first term is storage without loss. The second is the first loss by encounters with older defects.

At high dose, the distance from the plateau falls by a factor $e$ for each additional dose $1/(2v_0)$. To reach 95 % of the plateau, set $e^{-2v_0\phi}=0.05$, which gives $\phi_{95}=\ln20/(2v_0)$.

Equation (3) also handles successive implants: the final $c$ of one becomes $c_0$ of the next, provided nothing anneals between them. The dose rate does not enter separately, because immobile defects do nothing between production events.

In dimensional form, let $n_{\rm at}$ be the atomic density, $C=n_{\rm at}c$ the pair density, $V=v_0/n_{\rm at}$ the recombination volume and $G=n_{\rm at}\,d\phi/dt$ the production rate per volume. Multiplying equation (2) by $G$ gives

$$\frac{dC}{dt}=G(1-2VC),\qquad C_{\rm sat}=\frac{1}{2V}.$$

## The exponential as a lower bound

The plateau of equation (4) lies at $v_0c=1/2$. There the recombination volumes of like defects have a total volume equal to half the crystal, so their mutual overlap is no longer small. The plateau belongs to the linear closure and need not be that of the random insertion process.

The direction of the error can be proved. A union of volumes cannot exceed their sum, so $p_V\le v_0c$ and $p_I\le v_0c$ for every arrangement of defects. Let $m_k$ be the mean number of stored pairs after $k$ events, starting from $m_0=0$. Equation (1) then gives

$$m_{k+1}\ge a\,m_k+1,\qquad a=1-\frac{2v_0}{N}.$$

For $N\ge2v_0$, $a$ is not negative, so the inequality can be inserted into itself repeatedly:

$$m_k\ge1+a+\dots+a^{k-1}=\frac{1-a^k}{1-a}=\frac{N}{2v_0}\left(1-a^k\right).$$

Since $1-x\le e^{-x}$, we have $a^k\le e^{-2v_0k/N}$. With $\phi=k/N$, division by $N$ gives

$$\langle c(\phi)\rangle\ge\frac{1-e^{-2v_0\phi}}{2v_0}. \tag{5}$$

Under the four assumptions above, equation (4) is thus a lower bound on the mean stored fraction. The independence in assumption 2 is essential: if several pairs are created close together in one cascade, a new defect meets a recent opposite one more often than the covered fraction implies, and at low dose the mean can fall below equation (4). A single run may fall below it by chance.

This matters when $v_0$ is inferred from a plateau. If the process levels off at a mean fraction $c_\infty$, equation (5) requires $c_\infty\ge1/(2v_0)$, or $v_0\ge1/(2c_\infty)$. Inverting the linear plateau therefore gives a lower bound on $v_0$, but only under the four assumptions. If defects move, hops add a second route to annihilation. The plateau can then lie below $1/(2v_0)$, and the inversion overestimates $v_0$.

## Size of the closure error

A second closure estimates the error. Suppose that like defects are placed independently at random. A given point escapes all $n=cN$ recombination volumes with probability $(1-v_0/N)^{cN}$, which tends to $e^{-v_0c}$ for large $N$. The covered fraction is

$$p=1-e^{-v_0c}=v_0c-\frac{(v_0c)^2}{2}+\dots$$

The linear closure keeps the first term. With $y=v_0c$ and $s=v_0\phi$, equation (1) becomes

$$\frac{dy}{ds}=1-2(1-e^{-y})=2e^{-y}-1.$$

Set $u=e^y$. Then $du/ds=u\,dy/ds=2-u$, with $u(0)=1$, so $u=2-e^{-s}$ and

$$y=\ln(2-e^{-s}). \tag{6}$$

This random-cover law saturates at $\ln2\simeq0.693$, compared with $0.5$ for the linear law.

To compare them at low dose, write $u=1+x$ with $x=s-s^2/2+s^3/6+\dots$. Up to third order, $x^2=s^2-s^3$ and $x^3=s^3$. Therefore

$$\ln u=x-\frac{x^2}{2}+\frac{x^3}{3}=s-s^2+s^3+\dots$$

The linear law is $(1-e^{-2s})/2=s-s^2+\tfrac23s^3+\dots$. The two agree through second order and differ first by $s^3/3$. The random-cover result exceeds the linear one by 5 %, relative to the latter, at $s\simeq0.50$.

## Explicit insertion of defects

Equation (6) ignores correlations that build up as defects annihilate. These were examined by placing pairs one at a time in a periodic box and removing opposite defects that fell within range.

The initial loss was counted at $s=0.05$ in a box of 2000 recombination volumes, averaged over 600 runs. Its ratio to the loss predicted by equation (4) was 0.99, within the test tolerance of 12 %. A loss coefficient of $v_0$ instead of $2v_0$ would have given a ratio near one half.

Longer runs used a box of 1000 recombination volumes. Five runs had independent positions within each pair; three had a fixed pair separation of 1.5 recombination radii. The entries are $y=v_0c$:

| $s$ | linear | random-cover | independent | correlated |
|---|---|---|---|---|
| 0.25 | 0.197 | 0.200 | 0.202 | 0.196 |
| 0.50 | 0.316 | 0.332 | 0.333 | 0.321 |
| 1.00 | 0.432 | 0.490 | 0.504 | 0.484 |
| 2.00 | 0.491 | 0.623 | 0.665 | 0.648 |
| 5.00 | 0.500 | 0.690 | 0.842 | 0.767 |

A new defect with several partners in range removed the nearest one. Single runs scatter by roughly 0.005 to 0.025 in $y$, so the simulated entries are uncertain by about 0.01 and their third digit is not significant. The gap between the independent and correlated columns at $s\le0.5$ is within this scatter. The bound was tested with an allowance of 0.015 in $y$ for scatter. The correlated entry at $s=0.25$ lies 0.001 below the linear value, well inside that allowance; the other entries lie above it.

At $s=5$ the independent runs store 68 % more than the linear law predicts. Their vacancy volumes cover a fraction 0.487 of the box, whereas random placement at the same $y$ would cover 0.569. Like defects are therefore clustered, and their volumes overlap more than random ones. Two mechanisms plausibly contribute. A new vacancy survives only outside the volumes of interstitials, which favours regions where vacancies have already collected. Also, an isolated vacancy is removed faster than one whose volume is shared with neighbours. The runs shown do not separate the two.

A steady state needs $p_V+p_I=1$ on average, or a covered fraction of one half for each species if the two are equivalent. The measured 0.487 is close to this, but that does not place $y$ near a limit: further clustering lets $y$ grow at almost constant coverage, and $y$ was still rising between $s=3$ and $s=5$. These runs therefore do not supply a plateau value.

## Silicon under light ions

Consider silicon held at 20 K and irradiated with protons of some tens of keV. The calculation applies to the shallow region, before the protons stop. The inputs are rough or round: $v_0=50$, a production $g=0.01$ surviving pairs per ion per nm, and a fluence $\Phi=5\times10^{15}\ \mathrm{cm^{-2}}$.

The diamond-structure cell contains eight atoms. With lattice parameter $a_0=0.5431$ nm,

$$n_{\rm at}=\frac{8}{a_0^3}=4.99\times10^{22}\ \mathrm{cm^{-3}}.$$

A sphere of 50 atomic volumes has radius

$$r_0=\left(\frac{3v_0}{4\pi n_{\rm at}}\right)^{1/3}=0.62\ \mathrm{nm}.$$

This radius is a continuum conversion, which holds 50 sites on average over positions of the centre. Around a tetrahedral interstitial site the same sphere holds 66 lattice sites, and around a hexagonal site 52.

Each ion produces $g$ pairs per unit depth, so $\Phi$ ions per area produce $g\Phi$ pairs per volume. Since $0.01\ \mathrm{nm^{-1}}=10^5\ \mathrm{cm^{-1}}$,

$$\phi=\frac{g\Phi}{n_{\rm at}}=\frac{10^5\times5\times10^{15}}{4.99\times10^{22}}=0.0100.$$

Thus $2v_0\phi=1.00$, and equation (4) gives

$$c=\frac{1-e^{-1.00}}{100}=0.0063,$$

or $3.2\times10^{20}$ pairs per $\mathrm{cm^3}$. This is 63 % of the linear plateau, which is $c_{\rm sat}=0.010$, or $5.0\times10^{20}\ \mathrm{cm^{-3}}$. Reaching 95 % of that plateau takes $\phi_{95}=\ln20/100=0.030$, a fluence of $1.5\times10^{16}\ \mathrm{cm^{-2}}$.

The random-cover law gives $c=0.0066$ at the example dose, 5 % above the linear value. Site exclusion is smaller: even at the linear plateau, 1 % of the sites are vacant.

## Immobility and real silicon

Thermal motion can be sized by asking when a defect hops once during the implant. For attempt rate $\nu$, duration $t$ and migration barrier $E_m$, the expected number of hops is $\nu t\,e^{-E_m/k_BT}$. Setting it to one gives

$$E_m=k_BT\ln(\nu t).$$

A flux of $10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$ delivers the fluence in $t=500$ s. With $\nu=10^{13}\ \mathrm{s^{-1}}$, the threshold barrier is 0.062 eV at 20 K and 0.93 eV at 300 K. A vacancy with a rough barrier of 0.3 eV is thermally frozen at 20 K, but reaches one expected hop at roughly 100 K. The immobile model is therefore unsuitable for ordinary room-temperature implantation of silicon when barriers are of this size.

Cooling does not remove motion driven by ionisation. For a rough electronic stopping of 100 eV/nm and 3.6 eV per electron-hole pair, each Frenkel pair produced (as counted by $g$) is accompanied by

$$\frac{100}{3.6\times0.01}\simeq2800$$

electron-hole pairs. If one in 2800 of them caused a defect hop, there would be on average one hop per Frenkel pair produced. Silicon interstitials can move under ionisation even in the cold, so this is the most serious objection to the example. Its effect on $c$ depends on capture and trapping rates outside this model. If motion acted simply as a doubling of the effective $v_0$, the linear plateau would halve; trapping and clustering could change the result differently.

The real case departs from the model in other ways. The value $v_0=50$ is chosen, not measured, and capture in silicon can depend on charge state and local barriers. A screened-Coulomb estimate with a standard damage function and a displacement threshold of 15 to 21 eV gives about 0.003 to 0.009 displacements per nm for 30 to 60 keV protons, so $g=0.01$ is on the high side near the entry energy; the rate rises to about this value once the proton has slowed to some 15 keV. The same estimate puts roughly two thirds of these displacements in recoils that make two or more pairs close together, which violates the independence in assumption 2, so the lower bound is not guaranteed even for protons. Heavy ions produce dense cascades and may amorphise the crystal before isolated pairs saturate. Implanted hydrogen can bind to defects: spread evenly over a rough range of 500 nm, it would amount to 0.0020 per atom, about a third of the calculated $c$. Most of it comes to rest deeper than the region considered. The calculated densities describe the immobile-defect limit and are not predictions for a particular wafer.

## Conditions for implementation

Evaluate equation (4) locally, using $\phi(x)=g(x)\Phi/n_{\rm at}$ if production varies with depth $x$. The variation should be slow over a recombination radius, so that new defects are locally uniform. Vacancies and interstitials must also be produced with the same depth profile. Annihilation removes the two species in equal numbers, so the local difference of their fractions grows with the local difference of their doses. If interstitials are thrown forward of their vacancies, this difference must stay small compared with $c$; otherwise the minority species can fall below the local value of equation (4). For small $v_0\phi$, computing $1-e^{-2v_0\phi}$ with a dedicated `expm1` function avoids loss of digits.

For independent pair positions, the simulated excess over the linear law is about 5 % at $v_0\phi=0.5$ and 15 to 17 % at $v_0\phi=1$, relative to the linear value. Beyond that range, equation (4) should be used as a lower bound, valid when new pairs are placed independently of the stored defects, or replaced by explicit insertion if the stored fraction itself is needed. Equation (6) is a simple intermediate estimate, but it omits clustering and falls well below the independent runs at $v_0\phi=5$. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
SCALED MODEL: s = v0*phi, y = v0*c (dimensionless)
cubic coefficient of law difference at s=0.01: 0.3259
covered fraction, random centres, y=0.5: 0.395
  formula 1-exp(-0.5): 0.393
early test: s=0.05, box=2000 v0, runs=600
  counted loss / linear-law loss: 0.988
curve test: box=1000 v0, runs=5 indep., 3 corr.
  correlated pair distance: 1.5 recombination radii
  s     linear  random-cover  sim-indep  sim-corr
  0.25  0.197   0.200         0.202      0.196
  0.50  0.316   0.332         0.333      0.321
  1.00  0.432   0.490         0.504      0.484
  2.00  0.491   0.623         0.665      0.648
  3.00  0.499   0.668         0.746      0.722
  5.00  0.500   0.690         0.842      0.767
plateaus: linear 0.5, random-cover 0.6931
covered fraction at end, indep. runs: 0.487
  if placed at random at same y: 0.569
s where random-cover exceeds linear by 5 %: 0.501
SILICON EXAMPLE, inputs (rough or round)
v0: 50 atomic volumes
pair production: 0.01 per ion per nm
fluence: 5.0e+15 cm^-2;  flux: 1.0e+13 cm^-2 s^-1
temperature: 20 K;  attempt rate: 1e+13 s^-1
vacancy barrier: 0.3 eV;  ion range: 500 nm
electronic stopping: 100 eV/nm
energy per electron-hole pair: 3.6 eV
SILICON EXAMPLE, results
lattice parameter: 0.5431 nm
atomic density: 4.994e+22 cm^-3
recombination radius: 0.621 nm
mean sites counted in that sphere: 49.98
dose phi: 0.01001 pairs per atom;  2*v0*phi: 1.0012
stored fraction, linear law: 0.00633
stored density, linear law: 3.159e+20 cm^-3
stored fraction / plateau: 0.633
stored fraction, random-cover law: 0.00664
plateau fraction 1/(2 v0): 0.0100
plateau density: 4.994e+20 cm^-3
dose for 95 % of plateau: 0.02996 pairs per atom
fluence for 95 % of plateau: 1.496e+16 cm^-2
NEGLECTED EFFECTS
random-cover / linear at example dose: 1.050
site exclusion, relative, at plateau: 1.0 %
implantation time: 500 s
barrier for one hop in that time at 20 K: 0.062 eV
barrier for one hop in that time at 300 K: 0.935 eV
temperature for one vacancy hop in that time: 96 K
electron-hole pairs per Frenkel pair: 2778
hydrogen per atom if spread over range: 0.0020
```
